# Luminescence decay fits: when surface velocity and diffusivity stay correlated: a numerical check

```python
"""Time-resolved luminescence of a film: implicit solver, fit, S-D correlation.

Result under test: u_t = D u_zz - u/tau - b u^2 with surface loss S u at both
faces, and luminescence = integral of u^2.  In the late weak-injection tail with
free amplitude and known tau, data fix only S * D**p, where
p = (2x/sin(2x) - 1)/2 and x tan(x) = S L/(2 D).  Early data separate S and D.
Symbols: u = density/n0, b = B n0, L = thickness, alpha = pump absorption.
Internal units: micrometre and nanosecond.
Fit vector: ln S, ln D, ln amplitude, ln tau.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg.lapack import dgtsv
from scipy.optimize import brentq
from scipy.special import xlogy

S_UNIT = 1e-5       # cm/s in um/ns
D_UNIT = 0.1        # cm^2/s in um^2/ns
L, alpha = 3.0, 4.0
S_true, D_true, tau_true = 5000 * S_UNIT, 0.5 * D_UNIT, 500.0
n0_cm3, B_cm3s = 1e17, 1e-10
b_true = B_cm3s * n0_cm3 * 1e-9
total_counts, background = 1e6, 20.0      # counts, counts per ns

offset, t_end, bins = 4.0, 200.0, 80
edges = np.geomspace(offset, offset + t_end, bins + 1) - offset
edges[0] = 0.0
width = np.diff(edges)
nodes = np.empty(2 * bins + 1)
nodes[::2] = edges
nodes[1::2] = (edges[1:] + edges[:-1]) / 2
full = edges[:-1] >= 0.5
late = edges[:-1] >= 60.0


@lru_cache(maxsize=None)
def pl_curve(S, D, tau, b=b_true, auger=0.0, doping=0.0, back=1.0,
             absorb=0.0, cells=120, sub=1):
    """Luminescence at all nodes from finite volumes and TR-BDF2."""
    dz = L / cells
    faces = np.linspace(0, L, cells + 1)
    u = -np.diff(np.exp(-alpha * faces)) / (alpha * dz)
    weight = dz * np.exp(-absorb * (faces[1:] + faces[:-1]) / 2)
    link = D / dz**2
    diag = np.full(cells, -2 * link - 1 / tau)
    for cell, velocity in ((0, S), (-1, S * back)):
        diag[cell] += link - velocity / (1 + velocity * dz / (2 * D)) / dz
    off = np.full(cells - 1, link)

    def rate(v):
        r = diag * v - b * v * (v + doping) - auger * v**3
        r[1:] += link * v[:-1]
        r[:-1] += link * v[1:]
        return r

    def newton_step(v, rhs, a, r):
        slope = diag - b * (2 * v + doping) - 3 * auger * v**2
        change = dgtsv(-a * off, 1 - a * slope, -a * off, rhs - v + a * r)[3]
        return v + np.ravel(change)

    gamma = 2 - np.sqrt(2)
    w_mid = 1 / (gamma * (2 - gamma))
    w_old = (1 - gamma)**2 * w_mid
    out = [np.sum(weight * u * (u + doping))]
    for dt in np.diff(nodes):
        a = gamma / 2 * dt / sub
        for _ in range(sub):
            r = rate(u)
            mid = newton_step(u, u + a * r, a, r)
            u = newton_step(mid, w_mid * mid - w_old * u, a, rate(mid))
        out.append(np.sum(weight * u * (u + doping)))
    return np.array(out)


def binned(curve):
    return width / 6 * (curve[:-2:2] + 4 * curve[1::2] + curve[2::2])


def modal_curve(S, D, tau, b, modes=40):
    """Independent luminescence from eigenmodes (Galerkin if b > 0)."""
    h = S * L / (2 * D)
    y, w = np.polynomial.legendre.leggauss(240)
    y, w = y * L / 2, w * L / 2
    shapes, rates = [], []
    for k in range(modes):
        if k % 2 == 0:
            x = brentq(lambda q: q*np.sin(q) - h*np.cos(q),
                       k*np.pi/2, (k+1)*np.pi/2)
            f = np.cos(2 * x * y / L)
        else:
            x = brentq(lambda q: q*np.cos(q) + h*np.sin(q),
                       k*np.pi/2, (k+1)*np.pi/2)
            f = np.sin(2 * x * y / L)
        shapes.append(f / np.sqrt(np.sum(w * f * f)))
        rates.append(4 * D * x * x / L**2 + 1 / tau)
    shapes, rates = np.array(shapes), np.array(rates)
    c0 = shapes @ (w * np.exp(-alpha * (y + L / 2)))
    if b == 0:
        return np.exp(-2 * np.outer(nodes, rates)) @ c0**2
    sol = solve_ivp(lambda t, c: -rates*c - b*(shapes @ (w*(c @ shapes)**2)),
                    (0, nodes[-1]), c0, method="LSODA", t_eval=nodes,
                    rtol=1e-8, atol=1e-11)
    assert sol.success
    return np.sum(sol.y**2, axis=0)


def expected(theta, **kw):
    S, D, amplitude, tau = (float(q) for q in np.exp(theta))
    return amplitude * binned(pl_curve(S, D, tau, **kw)) + background * width


def jacobian(theta, free, **kw):
    columns = []
    for i in free:
        if i == 2:
            columns.append(expected(theta, **kw) - background * width)
        else:
            e = np.zeros(4)
            e[i] = 1e-3
            columns.append((expected(theta + e, **kw)
                            - expected(theta - e, **kw)) / 2e-3)
    return np.array(columns).T


def deviance(counts, mu):
    return 2 * np.sum(mu - counts + xlogy(counts, counts / mu))


def fit(counts, theta, gate, free=(0, 1, 2), steps=30):
    """Poisson maximum likelihood by scoring with step halving."""
    theta = np.array(theta, float)
    dev = deviance(counts[gate], expected(theta)[gate])
    for _ in range(steps):
        mu = expected(theta)[gate]
        J = jacobian(theta, free)[gate]
        step = np.linalg.solve(J.T @ (J / mu[:, None]),
                               J.T @ ((counts[gate] - mu) / mu))
        step *= min(1.0, 0.7 / max(np.max(np.abs(step)), 1e-300))
        accepted = False
        for _ in range(12):
            trial = theta.copy()
            trial[list(free)] += step
            new = deviance(counts[gate], expected(trial)[gate])
            if new <= dev + 1e-7:
                accepted = True
                break
            step = step / 2
        if not accepted:
            break
        theta, dev = trial, new
        if np.max(np.abs(step)) < 1e-5:
            break
    return theta, dev


def start(S, D, signal_sum, gate):
    s = binned(pl_curve(float(S), float(D), tau_true))[gate].sum()
    return np.log([S, D, signal_sum / s, tau_true])


def information(theta, gate, free=(0, 1, 2), **kw):
    """Information on (ln S, ln D) after eliminating all other parameters."""
    J = jacobian(theta, free, **kw)[gate]
    F = J.T @ (J / expected(theta, **kw)[gate][:, None])
    return F[:2, :2] - F[:2, 2:] @ np.linalg.solve(F[2:, 2:], F[2:, :2])


def summary(info):
    """Relative errors of S and D, correlation, exponent of best combination."""
    cov = np.linalg.inv(info)
    sd = np.sqrt(np.diag(cov))
    best = np.linalg.eigh(info)[1][:, -1]
    return sd[0], sd[1], cov[0, 1] / (sd[0] * sd[1]), best[1] / best[0]


def tail_x(h):
    return brentq(lambda q: q*np.sin(q) - h*np.cos(q), 0, np.pi/2, xtol=1e-14)


def tail_rate(S, D):
    return 4 * D * tail_x(S * L / (2 * D))**2 / L**2


def ridge_S(D):
    return brentq(lambda s: tail_rate(s, D) - tail_rate(S_true, D_true),
                  S_true / 100, S_true * 100, xtol=1e-14)


# Solver against two modal solutions, and its order of convergence
use = nodes >= 0.5
args = (S_true, D_true, tau_true)
series = modal_curve(*args, 0.0)
err_linear = np.max(np.abs(pl_curve(*args, b=0.0) / series - 1)[use])
reference = modal_curve(*args, b_true)
err = np.max(np.abs(pl_curve(*args) / reference - 1)[use])
err_fine = np.max(np.abs(pl_curve(*args, cells=240, sub=2)/reference - 1)[use])
assert err_linear < 5e-3 and err < 5e-3
assert err / err_fine > 2.5

# Tail law: derivative formula, limits and interpolation formula
h = S_true * L / (2 * D_true)
x = tail_x(h)
p_tail = (2 * x / np.sin(2 * x) - 1) / 2
p_root = -np.log(ridge_S(D_true*1.001) / ridge_S(D_true/1.001)) \
    / (2 * np.log(1.001))
assert abs(p_root / p_tail - 1) < 1e-3
x_small = tail_x(0.01)
assert abs((2*x_small/np.sin(2*x_small) - 1) / 2 / (0.01/3) - 1) < 0.02
hs = np.geomspace(1e-3, 1e3, 200)
interp_error = max(abs((1/q + 4/np.pi**2) * tail_x(q)**2 - 1) for q in hs)
assert interp_error < 0.06

# Information in the two gates
truth = start(S_true, D_true, total_counts, full)
full_sum = summary(information(truth, full))
free_tau = summary(information(truth, full, (0, 1, 2, 3)))
late_sum = summary(information(truth, late))
p_linear = summary(information(truth, late, b=0.0))[3]
assert abs(p_linear / p_tail - 1) < 0.03
assert late_sum[2] < -0.99 and late_sum[1] > 10 * full_sum[1]

# Fit of noisy data made by the independent modal solution
rng = np.random.default_rng(7)
clean_modal = np.exp(truth[2]) * binned(reference) + background * width
counts = rng.poisson(clean_modal).astype(float)
signal_sum = (counts - background * width)[full].sum()
first = start(1500 * S_UNIT, 1.5 * D_UNIT, signal_sum, full)
second = start(15000 * S_UNIT, 0.2 * D_UNIT, signal_sum, full)
best, best_dev = fit(counts, first, full)
other, _ = fit(counts, second, full)
assert np.max(np.abs(best - other)) < 1e-3
fit_sum = summary(information(best, full))
dof = int(full.sum()) - 3
assert abs(best[0] - truth[0]) < 4 * fit_sum[0]
assert abs(best[1] - truth[1]) < 4 * fit_sum[1]
assert abs(best_dev - dof) < 5 * np.sqrt(2 * dof)
grid_shift = (fit(clean_modal, truth, full)[0] - truth)[:2]
assert np.all(np.abs(grid_shift) < np.array(full_sum[:2]))

# Repeated noisy fits against the predicted covariance
clean = expected(truth)
repeats = 40
sample = np.array([fit(rng.poisson(clean).astype(float), truth, full,
                       steps=2)[0][:2] for _ in range(repeats)])
mc_sd = sample.std(axis=0, ddof=1)
mc_rho = np.corrcoef(sample.T)[0, 1]
assert np.all(np.abs(mc_sd / np.array(full_sum[:2]) - 1) < 0.4)
assert abs(np.arctanh(mc_rho) - np.arctanh(full_sum[2])) \
    < 3.5 / np.sqrt(repeats - 3)

# Finite displacement: D doubled and held, S and amplitude refitted
doubled = start(S_true, 2 * D_true, total_counts, full)
late_fit, late_dev = fit(clean, doubled, late, (0, 2))
_, full_dev = fit(clean, doubled, full, (0, 2))
S_ridge = ridge_S(2 * D_true)
assert abs(np.exp(late_fit[0]) / S_ridge - 1) < 0.02
assert full_dev > 100 and full_dev > 50 * late_dev

# Other surface velocities at equal signal counts
sweep = []
for S_cms in (200, 5000, 200000):
    point = start(S_cms * S_UNIT, D_true, total_counts, full)
    sweep.append((S_cms, summary(information(point, full))))
assert sweep[2][1][0] > sweep[1][1][0]

# Shifts caused by effects that the fitted model leaves out
log_pl = CubicSpline(nodes, np.log(pl_curve(*args)))


def moved(shift):
    return np.exp(log_pl(np.maximum(nodes + shift, 0)))


jitter = 0.1
smeared = (moved(-np.sqrt(3)*jitter) + 4*moved(0) + moved(np.sqrt(3)*jitter))/6
auger_ns = 1e-28 * n0_cm3**2 * 1e-9
omitted = [
    ("reabsorption 2000 /cm", pl_curve(*args, absorb=0.2)),
    ("Auger 1e-28 cm^6/s", pl_curve(*args, auger=auger_ns)),
    ("doping 1e14 /cm^3", pl_curve(*args, doping=1e14 / n0_cm3)),
    ("back S half of front S", pl_curve(*args, back=0.5)),
    ("n0 20% above assumed", pl_curve(*args, b=1.2 * b_true)),
    ("response sigma 0.1 ns", smeared),
    ("time zero off 0.05 ns", moved(0.05))]
shifts = []
for name, curve in omitted:
    s = binned(curve)
    data = total_counts * s / s[full].sum() + background * width
    result, misfit = fit(data, truth, full)
    shifts.append((name, 100*np.expm1(result[:2] - truth[:2]), misfit))

kT = const.k * 300
N_band = 2 * (2*np.pi*0.2*const.m_e*kT / const.h**2)**1.5 * 1e-6
n_spread = n0_cm3 / (alpha * L)
debye = np.sqrt(25*const.epsilon_0*kT / (2*const.e**2*n_spread*1e6)) * 1e9

print(f"L {L:.1f} um; pump absorption {alpha*1e4:.0f} /cm; "
      f"tau {tau_true:.0f} ns")
print(f"True S {S_true/S_UNIT:.0f} cm/s; true D {D_true/D_UNIT:.2f} cm^2/s")
print(f"n0 {n0_cm3:.1e} /cm^3; B {B_cm3s:.1e} cm^3/s; B n0 {b_true:.4f} /ns")
print(f"Absorbed photons {n0_cm3/(alpha*1e4):.2e} /cm^2")
print(f"Signal {total_counts:.1e} counts; background {background:.0f} /ns")
print(f"Bins {bins}, of which full gate {full.sum()}, late gate {late.sum()}")
print(f"First bin starts: full {edges[:-1][full][0]:.3f} ns, "
      f"late {edges[:-1][late][0]:.2f} ns; end {t_end:.0f} ns")
print(f"Share of signal counts in late gate "
      f"{100*(clean-background*width)[late].sum()/total_counts:.2f} %")
for t in (1, 10, 60, 100):
    print(f"PL({t} ns)/PL(0) {np.exp(log_pl(t)-log_pl(0)):.5f}")
print(f"Solver max error: linear {100*err_linear:.4f} %, "
      f"nonlinear {100*err:.4f} %")
print(f"Nonlinear error, cells and steps halved in size {100*err_fine:.4f} %")
print(f"h = SL/2D {h:.3f}; root x {x:.5f}; tail exponent p {p_tail:.4f}")
print(f"p by root finding {p_root:.4f}; p from linear solver {p_linear:.4f}")
print(f"Surface lifetime: exact {1/tail_rate(S_true, D_true):.2f} ns, "
      f"interpolated {L/(2*S_true)+L*L/(np.pi**2*D_true):.2f} ns")
print(f"Its parts: L/2S {L/(2*S_true):.2f} ns, "
      f"L^2/(pi^2 D) {L*L/(np.pi**2*D_true):.2f} ns")
print(f"Largest interpolation error over all h {100*interp_error:.2f} %")
print(f"Fitted S {np.exp(best[0])/S_UNIT:.1f} cm/s, "
      f"error {fit_sum[0]*np.exp(best[0])/S_UNIT:.1f} cm/s")
print(f"Fitted D {np.exp(best[1])/D_UNIT:.5f} cm^2/s, "
      f"error {fit_sum[1]*np.exp(best[1])/D_UNIT:.5f} cm^2/s")
print(f"Fit deviance {best_dev:.1f}; degrees of freedom {dof}")
print(f"Grid bias: S {100*grid_shift[0]:.4f} %, D {100*grid_shift[1]:.4f} %")
for name, q in (("Full gate, tau known", full_sum),
                ("Full gate, tau free", free_tau),
                ("Late gate, tau known", late_sum)):
    print(f"{name}: sd S {100*q[0]:.3f} %, sd D {100*q[1]:.3f} %, "
          f"rho {q[2]:.6f}, p {q[3]:.4f}")
print(f"{repeats} noisy fits: sd S {100*mc_sd[0]:.3f} %, "
      f"sd D {100*mc_sd[1]:.3f} %, rho {mc_rho:.3f}")
print(f"D doubled: late refit S {np.exp(late_fit[0])/S_UNIT:.1f} cm/s, "
      f"constant-rate S {S_ridge/S_UNIT:.1f} cm/s")
print(f"D doubled: deviance rise late {late_dev:.5f}, full {full_dev:.1f}")
for S_cms, q in sweep:
    print(f"S {S_cms} cm/s, full gate: sd S {100*q[0]:.3f} %, "
          f"sd D {100*q[1]:.3f} %, rho {q[2]:.3f}")
for name, change, misfit in shifts:
    print(f"Omitted {name}: S {change[0]:+.2f} %, D {change[1]:+.2f} %, "
          f"misfit {misfit:.1f}")
print(f"n0/band density (mass 0.2, 300 K) {n0_cm3/N_band:.4f}")
print(f"Lateral spread sqrt(4Dt) at {t_end:.0f} ns "
      f"{np.sqrt(4*D_true*t_end):.2f} um")
print(f"Spread-out density {n_spread:.2e} /cm^3; "
      f"Debye length (permittivity 25) {debye:.1f} nm")
print("all good")
```

Printed output:

```
L 3.0 um; pump absorption 40000 /cm; tau 500 ns
True S 5000 cm/s; true D 0.50 cm^2/s
n0 1.0e+17 /cm^3; B 1.0e-10 cm^3/s; B n0 0.0100 /ns
Absorbed photons 2.50e+12 /cm^2
Signal 1.0e+06 counts; background 20 /ns
Bins 80, of which full gate 77, late gate 23
First bin starts: full 0.635 ns, late 61.87 ns; end 200 ns
Share of signal counts in late gate 3.26 %
PL(1 ns)/PL(0) 0.47434
PL(10 ns)/PL(0) 0.08840
PL(60 ns)/PL(0) 0.00559
PL(100 ns)/PL(0) 0.00083
Solver max error: linear 0.1220 %, nonlinear 0.1235 %
Nonlinear error, cells and steps halved in size 0.0307 %
h = SL/2D 1.500; root x 0.98824; tail exponent p 0.5755
p by root finding 0.5755; p from linear solver 0.5754
Surface lifetime: exact 46.08 ns, interpolated 48.24 ns
Its parts: L/2S 30.00 ns, L^2/(pi^2 D) 18.24 ns
Largest interpolation error over all h 5.06 %
Fitted S 4994.0 cm/s, error 11.7 cm/s
Fitted D 0.50140 cm^2/s, error 0.00427 cm^2/s
Fit deviance 89.2; degrees of freedom 74
Grid bias: S -0.0008 %, D -0.0093 %
Full gate, tau known: sd S 0.234 %, sd D 0.852 %, rho -0.568020, p 0.1643
Full gate, tau free: sd S 1.258 %, sd D 0.964 %, rho 0.367406, p -1.9708
Late gate, tau known: sd S 2748.506 %, sd D 4765.369 %, rho -1.000000, p 0.5768
40 noisy fits: sd S 0.256 %, sd D 0.943 %, rho -0.639
D doubled: late refit S 3912.3 cm/s, constant-rate S 3914.3 cm/s
D doubled: deviance rise late 0.00019, full 6989.0
S 200 cm/s, full gate: sd S 1.183 %, sd D 0.892 %, rho 0.781
S 5000 cm/s, full gate: sd S 0.234 %, sd D 0.852 %, rho -0.568
S 200000 cm/s, full gate: sd S 53.699 %, sd D 1.640 %, rho -0.993
Omitted reabsorption 2000 /cm: S +22.23 %, D -21.11 %, misfit 34.6
Omitted Auger 1e-28 cm^6/s: S +0.03 %, D -0.05 %, misfit 0.0
Omitted doping 1e14 /cm^3: S -3.15 %, D -6.33 %, misfit 72.9
Omitted back S half of front S: S -14.75 %, D -34.65 %, misfit 894.5
Omitted n0 20% above assumed: S +0.69 %, D -0.80 %, misfit 0.1
Omitted response sigma 0.1 ns: S +0.12 %, D -0.23 %, misfit 0.3
Omitted time zero off 0.05 ns: S -1.28 %, D +2.61 %, misfit 12.2
n0/band density (mass 0.2, 300 K) 0.0446
Lateral spread sqrt(4Dt) at 200 ns 6.32 um
Spread-out density 8.33e+15 /cm^3; Debye length (permittivity 25) 46.3 nm
all good
```
